# Chebyshev and panel solutions for the capacitance of two coplanar strips: a numerical check

```python
"""Capacitance of two thin coplanar strips from the charge integral equation.

Claim under test: with edge-weighted Chebyshev polynomials the capacitance
error falls as rho**(-2N)/N**2; with uniform-charge panels it falls only as a
power of the panel count (order 1 for equal panels, at best order 3).

Symbols: edges = (e1,e2,e3,e4), strips [e1,e2] and [e3,e4], in micrometres.
Charges are +1 and -1 per unit length.  P = reduced elastance = eps/(2C) in
atomic units, so C = 2*pi*epsilon_0*eps_r/P in SI.  Exact: P = pi*K(k)/K(k').
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import quad
from scipy.special import ellipk, gamma

pi = np.pi
Q = 200
THETA = (np.arange(Q) + 0.5) * pi / Q      # Gauss-Chebyshev angles


def modulus(edges):
    """Return k**2 and D = sqrt((e4-e2)(e3-e1))."""
    e1, e2, e3, e4 = edges
    d2 = (e4 - e2) * (e3 - e1)
    return (e3 - e2) * (e4 - e1) / d2, np.sqrt(d2)


def exact_elastance(edges):
    m, _ = modulus(edges)
    return pi * ellipk(m) / ellipk(1 - m)


def energy_matrix(edges, degree, image=0.0, depth=1.0):
    """Energy matrix; image = strength of image charges behind a plane."""
    centre = [(edges[0] + edges[1]) / 2, (edges[2] + edges[3]) / 2]
    half = [(edges[1] - edges[0]) / 2, (edges[3] - edges[2]) / 2]
    n = np.arange(degree + 1)
    T = np.cos(np.outer(n, THETA))
    A = np.zeros((2, degree + 1, 2, degree + 1))
    for j in range(2):
        x = centre[j] + half[j] * np.cos(THETA)
        for k in range(2):
            if j == k:
                diag = np.concatenate(([np.log(2 / half[j])], 0.5 / n[1:]))
                block = np.diag(diag)
            else:
                z = (x - centre[k]) / half[k]
                r = np.sign(z) / (np.abs(z) + np.sqrt(z * z - 1))
                pot = np.empty((degree + 1, Q))
                pot[0] = np.log(2 * np.abs(r) / half[k])
                for p in range(1, degree + 1):
                    pot[p] = r**p / p
                block = T @ pot.T / Q
            if image != 0.0:
                dx = x[:, None] - (centre[k] + half[k] * np.cos(THETA))
                kern = -0.5 * np.log(dx**2 + 4 * depth**2)
                block = block + image * (T @ kern @ T.T) / Q**2
            A[j, :, k, :] = block
    return A.reshape(2 * degree + 2, 2 * degree + 2)


def chebyshev_solution(edges, degree, image=0.0, depth=1.0):
    """Minimise the energy at fixed strip charges; return P_N, coefficients."""
    A = energy_matrix(edges, degree, image, depth)
    q = np.zeros(2 * degree + 2)
    q[0], q[degree + 1] = 1.0, -1.0
    free = [i for i in range(2 * degree + 2) if i not in (0, degree + 1)]
    if free:
        q[free] = np.linalg.solve(A[np.ix_(free, free)], -(A[free] @ q))
    return q @ A @ q, q


def exact_coefficients(edges, nmax):
    """Chebyshev coefficients of the exact density on both strips."""
    e1, e2, e3, e4 = edges
    m, D = modulus(edges)
    norm = D / (2 * ellipk(1 - m))
    t = np.cos(THETA)
    x1 = (e1 + e2) / 2 + (e2 - e1) / 2 * t
    x2 = (e3 + e4) / 2 + (e4 - e3) / 2 * t
    g = np.array([pi * norm / np.sqrt((e3 - x1) * (e4 - x1)),
                  -pi * norm / np.sqrt((x2 - e1) * (x2 - e2))])
    a = 2 * g @ np.cos(np.outer(np.arange(nmax + 1), THETA)).T / Q
    a[:, 0] /= 2
    return a


def neutral_elastance(A, first):
    """v1 - v2 for charges +1, -1; 'first' marks panels of conductor 1."""
    U = np.column_stack((first, ~first)).astype(float)
    v = np.linalg.solve(U.T @ np.linalg.solve(A, U), np.array([1.0, -1.0]))
    return v[0] - v[1]


def strip_nodes(left, right, count, power):
    i = np.arange(count + 1) / count
    s = np.where(i < 0.5, 0.5 * (2 * i)**power,
                 1 - 0.5 * (2 * (1 - i))**power)
    return left + (right - left) * s


def panel_elastance(edges, count, power=1):
    """Energy method with uniform charge on each panel."""
    a = strip_nodes(edges[0], edges[1], count, power)
    b = strip_nodes(edges[2], edges[3], count, power)
    lo = np.concatenate((a[:-1], b[:-1]))
    hi = np.concatenate((a[1:], b[1:]))

    def G(u):                               # G'' = ln|u|
        safe = np.where(u == 0, 1.0, np.abs(u))
        return u * u * (0.5 * np.log(safe) - 0.75)
    I = (G(hi[:, None] - lo) - G(hi[:, None] - hi)
         - G(lo[:, None] - lo) + G(lo[:, None] - hi))
    A = -I / np.outer(hi - lo, hi - lo)
    return neutral_elastance(A, np.arange(2 * count) < count)


def panel_lower_bound(edges, count, power=1):
    """Sum of squared sine moments of the exact density over the panels."""
    e1, e2, e3, e4 = edges
    m, D = modulus(edges)
    norm = D / (2 * ellipk(1 - m))
    gx, gw = np.polynomial.legendre.leggauss(24)
    total = 0.0
    for left, right, p, r in ((e1, e2, e3, e4), (e3, e4, e1, e2)):
        nodes = strip_nodes(left, right, count, power)
        frac = np.clip((nodes - left) / (right - left), 0, 1)
        ang = 2 * np.arcsin(np.sqrt(frac))
        dth = np.diff(ang)[:, None]
        th = ang[:-1, None] + dth * (gx + 1) / 2
        x = left + (right - left) * np.sin(th / 2)**2
        dens = norm / np.sqrt((x - p) * (x - r))
        phase = 2 * pi * (x - nodes[:-1, None]) / np.diff(nodes)[:, None]
        moment = np.sum(gw * dth / 2 * dens * np.sin(phase), axis=1)
        total += np.sum(moment**2)
    return total


def bar_elastance(boxes, count):
    """Two rectangular bars (xl, xr, yb, yt), point-matched side panels."""
    s = (1 - np.cos(pi * np.arange(count + 1) / count)) / 2
    start, end = [], []
    for xl, xr, yb, yt in boxes:
        c = [xl + 1j * yb, xr + 1j * yb, xr + 1j * yt, xl + 1j * yt]
        for i in range(4):
            z = c[i] + (c[(i + 1) % 4] - c[i]) * s
            start.append(z[:-1])
            end.append(z[1:])
    start, end = np.concatenate(start), np.concatenate(end)
    L = np.abs(end - start)
    w = ((start + end)[:, None] / 2 - start) / ((end - start) / L)
    A = -((w * np.log(w) - (w - L) * np.log(w - L)).real - L) / L
    return neutral_elastance(A, np.arange(8 * count) < 4 * count)


def predicted_rho(edges):
    s = edges[2] - edges[1]
    w = max(edges[1] - edges[0], edges[3] - edges[2])
    return (np.sqrt(s) + np.sqrt(s + w))**2 / w


def observed_rho(edges, N):
    P = exact_elastance(edges)
    ratio = ((chebyshev_solution(edges, N)[0] - P)
             / (chebyshev_solution(edges, N + 1)[0] - P))
    return np.sqrt(ratio) * (N + 1) / (N + 2)


# ---- logarithmic potentials of weighted polynomials, by direct quadrature
for n in (0, 1, 4):
    for t in (0.3, -0.8, 1.7, -2.2):
        def f(th):
            return -np.log(abs(t - np.cos(th))) * np.cos(n * th) / pi
        if abs(t) < 1:
            c = np.arccos(t)
            direct = quad(f, 0, c, limit=200)[0] + quad(f, c, pi, limit=200)[0]
            formula = np.log(2) if n == 0 else np.cos(n * c) / n
        else:
            direct = quad(f, 0, pi)[0]
            r = np.sign(t) / (abs(t) + np.sqrt(t * t - 1))
            formula = np.log(2 * abs(r)) if n == 0 else r**n / n
        assert abs(direct - formula) < 1e-7

# ---- example: thin line pair in a low-k film, rough typical values
w1_nm, gap_nm, w2_nm, thick_nm = 300.0, 200.0, 600.0, 30.0
plane_nm, eps_r, volts, breakdown = 1000.0, 2.7, 5.0, 5.0
edges = np.cumsum([0.0, w1_nm, gap_nm, w2_nm]) / 1000
narrow = np.array([0.0, 0.30, 0.32, 0.92])  # second geometry, small gap
e1, e2, e3, e4 = edges

# ---- elliptic-integral forms of the gap and strip integrals
for e in (edges, narrow):
    m, D = modulus(e)
    xg = (e[1] + e[2]) / 2 + (e[2] - e[1]) / 2 * np.cos(THETA)
    xs = (e[2] + e[3]) / 2 + (e[3] - e[2]) / 2 * np.cos(THETA)
    gap_int = pi * np.mean(1 / np.sqrt((xg - e[0]) * (e[3] - xg)))
    strip_int = pi * np.mean(1 / np.sqrt((xs - e[0]) * (xs - e[1])))
    assert abs(gap_int * D / (2 * ellipk(m)) - 1) < 1e-11
    assert abs(strip_int * D / (2 * ellipk(1 - m)) - 1) < 1e-11

# ---- Chebyshev method: limit, density, monotone error, bound, rate
P = exact_elastance(edges)
A14 = energy_matrix(edges, 14)
assert np.max(np.abs(A14 - A14.T)) < 1e-12
P14, q14 = chebyshev_solution(edges, 14)
assert abs(P14 / P - 1) < 1e-12
exact_a = exact_coefficients(edges, 80)
assert np.max(np.abs(q14.reshape(2, 15)[:, :8] - exact_a[:, :8])) < 1e-6
assert abs(chebyshev_solution(narrow, 45)[0] / exact_elastance(narrow) - 1) < 1e-11
for e, top in ((edges, 8), (narrow, 22)):
    a = exact_coefficients(e, 80)
    errs = [chebyshev_solution(e, N)[0] - exact_elastance(e)
            for N in range(top)]
    for N, err in enumerate(errs):
        order = np.arange(N + 1, 81)
        assert 0 < err <= np.sum(a[:, N + 1:]**2 / order)
    assert np.all(np.diff(errs) < 0)
rho_seen, rho_seen_narrow = observed_rho(edges, 6), observed_rho(narrow, 20)
assert abs(rho_seen / predicted_rho(edges) - 1) < 0.05
assert abs(rho_seen_narrow / predicted_rho(narrow) - 1) < 0.05

# ---- uniform-charge panels: orders and rigorous lower bound
equal = {c: panel_elastance(edges, c) for c in (8, 16, 32, 64, 128, 256)}
graded = {c: panel_elastance(edges, c, 4) for c in (16, 32, 64, 128)}
bound_e = {c: panel_lower_bound(edges, c) for c in equal}
bound_g = {c: panel_lower_bound(edges, c, 4) for c in graded}
for c in equal:
    assert 0 < bound_e[c] < equal[c] - P
for c in graded:
    assert 0 < bound_g[c] < graded[c] - P
order_e = np.log2((equal[128] - P) / (equal[256] - P))
order_g = np.log2((graded[64] - P) / (graded[128] - P))
order_b = np.log2(bound_e[128] / bound_e[256])
assert abs(order_e - 1) < 0.05 and abs(order_b - 1) < 0.05
assert abs(order_g - 3) < 0.2
assert bound_g[128] > 0.5 * (graded[128] - P)

# ---- neglected effects; first check the two extra routines in known limits
w, d, H = 0.01, 1.0, 0.7
thin_pair = np.array([0, w, d, d + w])
for strength in (-1.0, 0.4):
    wire = 2 * np.log(4 * d / w) + strength * np.log(1 + d**2 / (4 * H**2))
    got = chebyshev_solution(thin_pair, 4, strength, H)[0]
    assert abs(got - wire) < 2e-4
radius = gamma(0.25)**2 / (4 * pi**1.5)     # outer radius of a unit square
far = bar_elastance([(0, 1, 0, 1), (1000, 1001, 0, 1)], 40)
assert abs(far / (2 * np.log(1000 / radius)) - 1) < 1e-3

t = thick_nm / 1000
boxes = [(e1, e2, -t / 2, t / 2), (e3, e4, -t / 2, t / 2)]
P_bar, P_bar_coarse = bar_elastance(boxes, 60), bar_elastance(boxes, 40)
assert abs(P_bar / P_bar_coarse - 1) < 2e-3 and P_bar < P
depth = plane_nm / 1000
P_metal = chebyshev_solution(edges, 14, -1.0, depth)[0]
P_air = chebyshev_solution(edges, 14, (eps_r - 1) / (eps_r + 1), depth)[0]
assert P_metal < P < P_air

m, D = modulus(edges)


def gap_field(x):                           # MV/cm; 1 V/um = 0.01 MV/cm
    prod = abs((x - e1) * (x - e2) * (x - e3) * (x - e4))
    return 0.01 * volts * D / (2 * ellipk(m)) / np.sqrt(prod)


edge_field = max(gap_field(e2 + t / 2), gap_field(e3 - t / 2))
C = 2 * pi * epsilon_0 * eps_r / P * 1e12   # F/m -> aF/um

# ---- printed numbers
print(f"widths {w1_nm:.0f}, {w2_nm:.0f} nm; gap {gap_nm:.0f} nm; eps_r {eps_r}")
print(f"k^2 = {m:.6f}, K(k) = {ellipk(m):.6f}, K(k') = {ellipk(1-m):.6f}")
print(f"exact P = {P:.10f} (dimensionless)")
print(f"exact C = {C:.6f} aF/um = {eps_r/(2*P):.6f} atomic units")
print("degree-1 matrix, lengths in um, order (1:T0,T1; 2:T0,T1):")
for row in energy_matrix(edges, 1):
    print("  " + " ".join(f"{v:10.6f}" for v in row))
P1, q1 = chebyshev_solution(edges, 1)
print(f"degree 1: a1 strip 1 = {q1[1]:.6f}, strip 2 = {q1[3]:.6f}")
print(f"exact:    a1 strip 1 = {exact_a[0,1]:.6f}, strip 2 = {exact_a[1,1]:.6f}")
print("Chebyshev: degree N, C_N (aF/um), relative error (C-C_N)/C")
cheb_rel = []
for N in range(9):
    PN = chebyshev_solution(edges, N)[0]
    cheb_rel.append(1 - P / PN)
    print(f"  {N}  {C*P/PN:.8f}  {cheb_rel[-1]:.2e}")
print(f"rho predicted {predicted_rho(edges):.4f}, observed {rho_seen:.4f}")
print(f"20 nm gap: rho predicted {predicted_rho(narrow):.4f},"
      f" observed {rho_seen_narrow:.4f}")
print("equal panels per strip, C (aF/um), rel. error, bound/error in P")
for c in equal:
    print(f"  {c:3d}  {C*P/equal[c]:.6f}  {1-P/equal[c]:.2e}"
          f"  {bound_e[c]/(equal[c]-P):.3f}")
print("graded panels per strip, rel. error, bound/error in P")
for c in graded:
    print(f"  {c:3d}  {1-P/graded[c]:.2e}  {bound_g[c]/(graded[c]-P):.3f}")
print(f"observed order: equal {order_e:.3f}, graded {order_g:.3f}")
need = 256 * (1 - P / equal[256]) / cheb_rel[4]
print(f"equal panels per strip to match degree 4 (extrapolated): {need:.1e}")
print(f"metal {thick_nm:.0f} nm thick: C changes by {100*(P/P_bar-1):+.1f} %")
print(f"conducting plane {plane_nm:.0f} nm below: {100*(P/P_metal-1):+.1f} %")
print(f"air surface {plane_nm:.0f} nm above: {100*(P/P_air-1):+.1f} %")
print(f"mean gap field at {volts:.0f} V: {10*volts/gap_nm:.3f} MV/cm")
print(f"field {thick_nm/2:.0f} nm from edge: {edge_field:.3f} MV/cm")
print(f"voltage for rough {breakdown:.0f} MV/cm there:"
      f" {volts*breakdown/edge_field:.0f} V")
print("all good")
```

Running it gives:

```
widths 300, 600 nm; gap 200 nm; eps_r 2.7
k^2 = 0.550000, K(k) = 1.898925, K(k') = 1.813884
exact P = 3.2888810727 (dimensionless)
exact C = 45.671386 aF/um = 0.410474 atomic units
degree-1 matrix, lengths in um, order (1:T0,T1; 2:T0,T1):
    2.590267   0.000000   0.508830  -0.254033
    0.000000   0.500000   0.133380  -0.033926
    0.508830   0.133380   1.897120   0.000000
   -0.254033  -0.033926   0.000000   0.500000
degree 1: a1 strip 1 = 0.302626, strip 2 = 0.528599
exact:    a1 strip 1 = 0.305426, strip 2 = 0.529307
Chebyshev: degree N, C_N (aF/um), relative error (C-C_N)/C
  0  43.29093746  5.21e-02
  1  45.58544151  1.88e-03
  2  45.66704010  9.52e-05
  3  45.67111800  5.87e-06
  4  45.67136749  4.09e-07
  5  45.67138477  3.10e-08
  6  45.67138607  2.49e-09
  7  45.67138618  2.09e-10
  8  45.67138618  1.81e-11
rho predicted 3.0000, observed 3.0198
20 nm gap: rho predicted 1.4379, observed 1.4352
equal panels per strip, C (aF/um), rel. error, bound/error in P
    8  44.522509  2.52e-02  0.108
   16  45.094965  1.26e-02  0.108
   32  45.383234  6.31e-03  0.107
   64  45.527409  3.15e-03  0.107
  128  45.599434  1.58e-03  0.107
  256  45.635421  7.87e-04  0.106
graded panels per strip, rel. error, bound/error in P
   16  3.01e-04  0.675
   32  3.90e-05  0.755
   64  4.98e-06  0.794
  128  6.22e-07  0.822
observed order: equal 1.002, graded 3.002
equal panels per strip to match degree 4 (extrapolated): 4.9e+05
metal 30 nm thick: C changes by +11.2 %
conducting plane 1000 nm below: +2.2 %
air surface 1000 nm above: -1.0 %
mean gap field at 5 V: 0.250 MV/cm
field 15 nm from edge: 0.318 MV/cm
voltage for rough 5 MV/cm there: 79 V
all good
```
